# Charge-Conserving Backward Euler for Drift-Diffusion with Dynamic Traps

## The discrete balance

Let $n_i$ be the free-electron density in cell $i$ of a one-dimensional film, $h_i$ the cell width, and $m_{ki}$ the density of electrons held by trap level $k$. The number of electrons per area is

$$\mathcal N=\sum_i h_i\Big(n_i+\sum_k m_{ki}\Big).$$

If a backward Euler step of length $\Delta t$ uses the same new-time trap rate in the electron equation and in the trap equation, and if the resulting algebraic equations are solved, then

$$\boxed{\;\mathcal N^{\rm new}-\mathcal N^{\rm old}=\Delta t\,(F_{\rm left}-F_{\rm right})^{\rm new}\;}\tag{1}$$

Here $F$ is the electron number flux, positive towards $+x$, at the two contacts. Equation (1) holds for every fixed mesh and every $\Delta t>0$. Multiplication by $-q$ turns it into a charge balance, because the donors are fixed. It is a statement about bookkeeping, not about accuracy in time.

## Model and conventions

The film occupies $0<x<L$. Holes are absent, trapped electrons do not move, and mobility $\mu$ and temperature are constant. Electrons obey Boltzmann statistics, so $D=\mu V_T$ with $V_T=k_BT/q$. The equations are

$$\partial_t n=-\partial_xF-\sum_kR_k,\qquad \partial_t m_k=R_k,$$
$$R_k=c_k\big[n(N_k-m_k)-n_{1k}m_k\big],\qquad \varepsilon\,\phi''=-q\Big(N_d-n-\sum_km_k\Big).$$

$N_k$ is the trap density and $c_k$ the capture coefficient. The first term of $R_k$ is capture into empty traps and the second is emission. Setting $R_k=0$ gives the occupancy $m_k/N_k=n/(n+n_{1k})$. With unit degeneracy factor, $n_{1k}=N_c\,e^{-E_k/k_BT}$ for a level at depth $E_k$ below the conduction edge, where $N_c$ is the effective band density.

The traps are acceptor-like: neutral when empty, negative when filled. A donor-like level carries charge density $q(N_k-m_k)$. This adds the constant $qN_k$ to the fixed charge. The balance (1) keeps its form, but the potential changes, and with it the stored charge and the current.

Both contacts hold $n=n_c$; the potential is $0$ at the left and $V(t)$ at the right. There are $M$ cells with nodes $x_i$ at their centres, and contact nodes $x_0=0$, $x_{M+1}=L$. The node distance across face $i+\frac12$ is $d_{i+1/2}=x_{i+1}-x_i$.

## The face flux

An electron drifts with velocity $+\mu\phi'$, up the potential. With $u=\phi/V_T$,

$$F=\mu n\phi'-Dn'=D(nu'-n')=-D\,e^{u}\,(n\,e^{-u})'.$$

Between neighbouring nodes $L$ and $R$, take $F$ constant and $u$ linear, with $\delta=u_R-u_L$. Multiplying by $e^{-u}$ and integrating gives

$$F\int_0^d e^{-u}dx=D\big(n_Le^{-u_L}-n_Re^{-u_R}\big),\qquad \int_0^d e^{-u}dx=d\,e^{-u_L}\frac{1-e^{-\delta}}{\delta}.$$

Division yields

$$F=\frac Dd\,\frac{\delta}{1-e^{-\delta}}\big(n_L-n_Re^{-\delta}\big).$$

Define $B(z)=z/(e^z-1)$. Then $\delta/(1-e^{-\delta})=B(-\delta)$ and $e^{-\delta}B(-\delta)=B(\delta)$, so

$$F=\frac Dd\big[n_LB(-\delta)-n_RB(\delta)\big].\tag{2}$$

This is the Scharfetter–Gummel flux. For $\delta\to0$ both $B$ factors tend to one and pure diffusion remains. For large positive $\delta$, $F\to Dn_L\delta/d$, which is drift fed by the upstream node. If $n=n_ce^u$, the flux vanishes, so discrete equilibrium carries no spurious current.

The proof of (1) uses just one property of (2): the two cells sharing a face use the same number $F$. Another single-valued face flux would also conserve charge, but might lose positivity or the equilibrium property.

## Local elimination of the traps

Suppress the trap and cell indices, and leave new-time values unmarked. Backward Euler for one level is

$$m-m^{\rm old}=\Delta t\,c\,[n(N-m)-n_1m].$$

Collecting the terms in $m$ gives

$$m=\frac{m^{\rm old}+\Delta t\,c\,nN}{1+\Delta t\,c\,(n+n_1)}.\tag{3}$$

For $n\ge0$ and $0\le m^{\rm old}\le N$, the numerator is nonnegative. Also

$$N-m=\frac{N-m^{\rm old}+\Delta t\,c\,n_1N}{1+\Delta t\,c\,(n+n_1)}\ge0.$$

Hence $0\le m\le N$ without a step-size restriction. As $\Delta t\to0$ the trap keeps its old population; as $\Delta t\to\infty$ it takes the stationary value $m_*=nN/(n+n_1)$. At fixed $n$, subtracting $m_*$ from (3) gives

$$m-m_*=\frac{m^{\rm old}-m_*}{1+\Delta t\,c\,(n+n_1)}.$$

The deviation decays without changing sign. Explicit Euler would multiply it by $1-\Delta t\,c(n+n_1)$, a factor whose magnitude exceeds one when $\Delta t\,c(n+n_1)>2$, so that the deviation grows.

## Proof, including unfinished iterations

Define the continuity residual of cell $i$ by

$$r_i=h_i\frac{n_i-n_i^{\rm old}}{\Delta t}+F_{i+1/2}-F_{i-1/2}+h_i\sum_kR_{ki}.\tag{4}$$

A solved step has $r_i=0$. Since (3) solves the trap equation, $R_{ki}=(m_{ki}-m_{ki}^{\rm old})/\Delta t$. Substitution gives

$$r_i=\frac{h_i}{\Delta t}\Big[n_i-n_i^{\rm old}+\sum_k(m_{ki}-m_{ki}^{\rm old})\Big]+F_{i+1/2}-F_{i-1/2}.$$

Capture and emission have disappeared from the local balance: they move electrons between two stores in the same cell. In the sum over cells each interior face occurs twice with opposite signs, leaving

$$\sum_ir_i=\frac{\mathcal N^{\rm new}-\mathcal N^{\rm old}}{\Delta t}+F_{\rm right}-F_{\rm left}.$$

Therefore

$$\mathcal N^{\rm new}-\mathcal N^{\rm old}-\Delta t(F_{\rm left}-F_{\rm right})=\Delta t\sum_ir_i.\tag{5}$$

For $r_i=0$ this is (1). For an unfinished nonlinear solve it gives the defect itself. If the traps are iterated too and leave residuals $s_{ki}=(m_{ki}-m_{ki}^{\rm old})/\Delta t-R_{ki}$, the same substitution replaces $r_i$ in (5) by $r_i+h_i\sum_ks_{ki}$.

Over many steps the defects add, and their sum is bounded by $\sum_j\Delta t_j\sum_i|r_i^{\,j}|$. A residual tolerance must therefore be judged against the charge change of interest. Clipping a density after the solve also changes the residual. Equation (5) then gives the resulting defect, provided that the traps, fluxes and residuals are recomputed from the clipped density. If the old trap values are kept, the trap residuals $s_{ki}$ must be included.

## Newton equations and nonnegative densities

Take $u_i$ and $n_i$ as unknowns. Differentiating $[1+\Delta t\,c(n+n_1)]\,m=m^{\rm old}+\Delta t\,c\,nN$ with respect to $n$ gives

$$\frac{dm}{dn}=\frac{\Delta t\,c\,(N-m)}{1+\Delta t\,c\,(n+n_1)}\ge0.\tag{6}$$

The local storage derivative in the continuity equation is $h_i(1+\sum_kdm_k/dn)/\Delta t$. The traps thus enlarge the diagonal without enlarging the linear system. The same factor $1+\sum_kdm_k/dn$ enters the Poisson row; omitting it would make the Jacobian inconsistent with (3).

To show that $n\ge0$, hold the potential at its computed value. Let $g_i(n)=n+\sum_km_{ki}(n)$ for $n\ge0$, and continue it by $g_i(n)=n+\sum_km_{ki}(0)$ for $n<0$. By (6), $g_i(n)-g_i(0)=\sigma_in$ with $\sigma_i\ge1$. The continuity equations become

$$\frac{h_i\sigma_i}{\Delta t}n_i+(An)_i=b_i+\frac{h_i}{\Delta t}\Big[n_i^{\rm old}+\sum_km_{ki}^{\rm old}-g_i(0)\Big].$$

$A$ contains the fluxes between cells and $b_i\ge0$ the inflow from the contacts. The bracket is nonnegative because $m_k(0)=m_k^{\rm old}/(1+\Delta t\,c_kn_{1k})\le m_k^{\rm old}$.

By (2), $A$ has a positive diagonal and nonpositive off-diagonal entries. What leaves one cell enters its neighbour, so each column sum is zero, or positive beside a contact. With the storage term the full matrix is $K=P-Q$, where $P$ is a positive diagonal matrix, $Q\ge0$, and every column sum of $QP^{-1}$ is below one. Hence

$$K^{-1}=P^{-1}\sum_{j=0}^{\infty}(QP^{-1})^j\ge0,$$

and $n\ge0$ follows. The argument covers any solution of the continued scheme. It does not prove that the coupled nonlinear system has a solution or that Newton's method finds it.

## Uniform total current

Write $S_{i+1/2}=(u_{i+1}-u_i)/d_{i+1/2}$ and $\lambda=q/(\varepsilon V_T)$. The discrete Poisson equation is

$$S_{i+1/2}-S_{i-1/2}+\lambda h_i\Big(N_d-n_i-\sum_km_{ki}\Big)=0.$$

Let $\Delta$ denote new minus old. If both states satisfy this equation, subtraction and division by $\lambda\Delta t$ give

$$\frac{\Delta S_{i+1/2}-\Delta S_{i-1/2}}{\lambda\Delta t}=\frac{h_i}{\Delta t}\,\Delta\Big(n_i+\sum_km_{ki}\Big)=-(F_{i+1/2}-F_{i-1/2}).$$

The last equality is the solved continuity equation. Hence

$$I=q\left(F_{i+1/2}+\frac{\Delta S_{i+1/2}}{\lambda\Delta t}\right)\tag{7}$$

has the same value on every face. $I$ is the conventional current density counted towards $-x$, so electrons moving right give $I>0$. The second term is displacement current.

Multiplying (7) by $d_{i+1/2}$ and summing, with $\sum d_{i+1/2}=L$ and $\sum d_{i+1/2}S_{i+1/2}=V/V_T$, gives

$$I=\frac qL\sum_{i=0}^{M}d_{i+1/2}F_{i+1/2}+\frac{\varepsilon}{L}\frac{\Delta V}{\Delta t}.$$

The conduction fluxes at the contacts may differ while charge accumulates; the total terminal currents agree.

## Conservation does not remove time error

With the potential eliminated, the spatially discrete equations read $y'=f(t,y)$, where $y$ contains $n$ and $m$. Taylor expansion about the new time gives, to leading order,

$$y(t^{\rm new})=y(t^{\rm old})+\Delta t\,f(t^{\rm new},y(t^{\rm new}))-\tfrac12\Delta t^2y''.$$

Subtracting this from the numerical step gives the error recursion

$$e^{\rm new}=e^{\rm old}+\Delta t\,[f(y_{\rm num})-f(y)]+\tfrac12\Delta t^2y''.$$

Suppose that the implicit step does not amplify differences in a suitable norm. Then each step adds at most $\frac12\Delta t^2\max\|y''\|$, and after $T/\Delta t$ steps the error is at most $\frac12T\Delta t\max\|y''\|$. This contraction property is an assumption here, not a proved property of the coupled system.

Equation (1) does not cancel this error. The exact inventory changes by the time integral of the net boundary flux, whereas the numerical inventory changes by $\Delta t$ times an approximate end-of-step flux. The numerical books balance with slightly wrong entries.

## Two inconsistent couplings

Suppose the traps are updated with the old electron density while the electron equation uses the new one:

$$\frac{m-m^{\rm old}}{\Delta t}=c[n^{\rm old}(N-m)-n_1m],\qquad R_e=c[n(N-m)-n_1m].$$

The emission terms agree, but capture does not. The defect of one solved step is

$$\sum_{i,k}h_i\big[m-m^{\rm old}-\Delta t\,R_e\big]_{ki}=-\Delta t\sum_{i,k}h_ic_k(n_i-n_i^{\rm old})(N_k-m_{ki}).\tag{8}$$

When $n$ rises, the electron equation removes more electrons than the traps receive, and electrons are lost. With uniform steps and a smooth solution, the accumulated defect approaches $-\Delta t\int\sum h_ic_k(N_k-m_{ki})\,dn_i$. It is first order in $\Delta t$. Since the weight $N_k-m_{ki}$ changes with time, returning $n_i$ to its initial value need not cancel the loss.

A different error results if the electron equation uses the complete old rate $R^{\rm old}$ and the trap equation the new one. The defect per step is then $\Delta t\sum h_i(R^{\rm new}-R^{\rm old})_{ki}$. For uniform steps it telescopes to $\Delta t$ times the difference between final and initial total rates. It vanishes between two stationary states, although the intermediate balances are wrong. With uniform steps, a check of the end states alone would miss it. With varying steps the sum does not telescope, and a defect generally remains.

## Worked example: injection into a trapping film

Round model parameters are used: $L=200$ nm, relative permittivity 10, $\mu=10\ \mathrm{cm^2/(V\,s)}$, $T=300$ K, $N_d=10^{16}\ \mathrm{cm^{-3}}$ and $n_c=2\times10^{17}\ \mathrm{cm^{-3}}$. Two levels at depths 0.15 and 0.25 eV each have density $5\times10^{16}\ \mathrm{cm^{-3}}$ and $c=10^{-9}\ \mathrm{cm^3/s}$. The bias is $V=1\,\mathrm V\,(1-e^{-t/50\,\mathrm{ns}})$.

With $N_c=5\times10^{18}\ \mathrm{cm^{-3}}$, the emission densities $n_{1k}$ are $1.51\times10^{16}$ and $3.16\times10^{14}\ \mathrm{cm^{-3}}$. The emission times $1/(cn_1)$ are thus 66 ns for the shallow level and 3.2 µs for the deep one. On the mesh of 50 cells, the lowest equilibrium electron density at a node is $1.87\times10^{14}\ \mathrm{cm^{-3}}$ (the continuum value is $1.86\times10^{14}\ \mathrm{cm^{-3}}$), giving a potential minimum of

$$V_T\ln\frac{1.87\times10^{14}}{2\times10^{17}}=0.02585\,\mathrm V\times(-6.98)=-0.180\ \mathrm V.$$

The 128 time steps grow from 1 to 491 ns. Under full bias the lowest electron density is $8.4\times10^{14}\ \mathrm{cm^{-3}}$, so the last step has $\Delta t\,c(n+n_1)\approx7.8$ for the shallow level at that node, and larger values elsewhere. At fixed $n$, implicit Euler multiplies a deviation there by $1/8.8=0.11$; explicit Euler would multiply it by $-6.8$.

On this mesh and with these time steps, the current peaks at about $224\ \mathrm{A/cm^2}$ near 130 ns and settles at about $138\ \mathrm{A/cm^2}$. The third digits are not converged: adaptive integration in time on the same mesh lowers the peak to $222\ \mathrm{A/cm^2}$, and the continuum steady current is $137\ \mathrm{A/cm^2}$. On the mesh of 50 cells, with occupancies frozen at their equilibrium values, the current reaches $722\ \mathrm{A/cm^2}$ and does not fall. This control attributes the fall to trap dynamics in this model.

The shallow population rises and then partly empties. The deep population is larger at 3 µs than at 1 µs, and ends 0.07 % below its value at 3 µs. This small overshoot belongs to the model and not to the time steps: adaptive integration in time gives a decrease of 0.064 % on both 50 and 100 cells, with the maximum of the deep population near 1.8 µs.

Over the full run, the contact fluxes give

$$(9.02694414-9.02669636)\times10^{15}=2.4778\times10^{11}\ \mathrm{cm^{-2}}.$$

The final and initial inventories independently give

$$(1.9093+2.0307+8.5294)\times10^{11}-(1.8547+1.5801+6.5568)\times10^{11}=2.4778\times10^{11}\ \mathrm{cm^{-2}},$$

which agrees within the rounding of these entries. The unrounded defect is $2.4\times10^{-10}$ of the gain. The added charge is $-39.7\ \mathrm{nC/cm^2}$, and 98 % of the added electrons are trapped.

The throughput is about $3.6\times10^4$ times the gain. An uncancelled relative error of $10^{-6}$ in one accumulated contact flux would therefore create an imbalance of $9.0\times10^9\ \mathrm{cm^{-2}}$, or 3.6 % of the gain. A residual that is small compared with the current is therefore not enough. Its accumulated effect, the sum of $\Delta t\sum_ir_i$ over all steps, must be small compared with the gain.

A single Newton iteration for a 1 ns step to 0.1 V leaves a defect of $2.00\times10^{10}\ \mathrm{cm^{-2}}$. The residual sum in (5) gives the same value.

For the time error, the trap profile at 200 ns was compared with an adaptive implicit integration of the full electron and trap equations on the same mesh. The error below is the integrated absolute profile difference relative to the reference gain in trapped electrons. The lagged defect is relative to the electron gain of its own run.

| $\Delta t$ (ns) | profile error, shared rate | defect, lagged density |
|---|---:|---:|
| 4 | 0.276 % | −4.51 % |
| 2 | 0.138 % | −2.25 % |
| 1 | 0.069 % | −1.12 % |

Both columns halve with the step. The shared-rate runs balance to better than $10^{-10}$ of their gain at all three steps, although their profile errors differ by a factor of four. The lagged defects have the negative sign predicted by (8) and agree with its accumulated value.

Doubling the number of cells from 50 to 100 changes the peak and final currents by about 0.4 %. This measures mesh sensitivity; it is neither an error bound nor an estimate of the time error of the long run. The numerical output gives the remaining intermediate values.

## Calculated quantities

```
temperature 300 K; thermal voltage 0.025852 V
film length 200 nm; relative permittivity 10
mobility 10 cm^2/(V s); diffusion 0.25852 cm^2/s
donors 1.0e+16 cm^-3; contact density 2.0e+17 cm^-3
band density 5.0e+18 cm^-3; capture 1.0e-09 cm^3/s
trap 1: depth 0.15 eV, density 5.0e+16 cm^-3, n1 1.5104e+16 cm^-3
trap 2: depth 0.25 eV, density 5.0e+16 cm^-3, n1 3.1561e+14 cm^-3
final bias 1.0 V; ramp time constant 50 ns
cells 50; smallest 1.207 nm; largest 6.793 nm
time steps 128; first 1.00 ns; last 490.95 ns; growth 1.05
equilibrium lowest electron density 1.8679e+14 cm^-3
equilibrium lowest potential -0.1803 V
equilibrium free electrons 1.85474e+11 cm^-2
equilibrium electrons in trap 1: 1.58010e+11 cm^-2
equilibrium electrons in trap 2: 6.55683e+11 cm^-2
time ns | bias V | free, trap 1, trap 2 in cm^-2 | current A/cm^2
9.5 | 0.1739 | 1.9219e+11, 1.5929e+11, 6.5626e+11 | 12.5442
51.1 | 0.6402 | 2.2363e+11, 1.9878e+11, 6.7945e+11 | 151.8470
101.6 | 0.8690 | 2.2358e+11, 2.3532e+11, 7.1667e+11 | 218.5756
302.7 | 0.9977 | 2.0515e+11, 2.3387e+11, 7.9688e+11 | 188.6603
1020.8 | 1.0000 | 1.9238e+11, 2.0650e+11, 8.5013e+11 | 143.6819
3024.6 | 1.0000 | 1.9090e+11, 2.0306e+11, 8.5353e+11 | 137.6786
10290.0 | 1.0000 | 1.9093e+11, 2.0307e+11, 8.5294e+11 | 137.6734
peak current 223.6717 A/cm^2 at 127.8 ns
final current with frozen traps 721.5166 A/cm^2
electrons entered at left 9.02694414e+15 cm^-2
electrons left at right 9.02669636e+15 cm^-2
entered minus left 2.47775550e+11 cm^-2
gain of free plus trapped 2.47775550e+11 cm^-2
charge gain -39.69802 nC/cm^2
balance defect / gain 2.4e-10
largest relative spread of total current over faces 5.1e-11
100 cells: peak current change 0.361 %, final 0.396 %
one Newton iteration, 1 ns step to 0.1 V: defect 2.00408e+10 cm^-2
same step: dt times residual sum 2.00408e+10 cm^-2
comparison at 200 ns; reference trapped gain 1.97781e+11 cm^-2
step 4 ns: trap profile error 0.2762 %, shared-rate defect/gain 4.9e-11
step 4 ns: lagged defect -1.01345e+10 cm^-2, formula -1.01345e+10 cm^-2, defect/gain -4.507 %
step 2 ns: trap profile error 0.1375 %, shared-rate defect/gain 3.2e-11
step 2 ns: lagged defect -5.04611e+09 cm^-2, formula -5.04611e+09 cm^-2, defect/gain -2.246 %
step 1 ns: trap profile error 0.0686 %, shared-rate defect/gain 4.3e-11
step 1 ns: lagged defect -2.51792e+09 cm^-2, formula -2.51792e+09 cm^-2, defect/gain -1.121 %
error ratio 2 ns / 1 ns: 2.0044; lagged defect ratio 2.0041
```
